# Adatom density on a circular island with a finite edge-crossing rate, part 2

Adatoms land on a circular island of radius \(R\) at flux \(F\) per area and time, diffuse with coefficient \(D\), and leave across the edge at \(\kappa\) times the edge density per length and time. Desorption and return from below are neglected. With \(J\) the outward flux, balance gave

\[
J(r)=\frac{Fr}{2},
\]

and the steady density

\[
n(r)=\frac{F(R^2-r^2)}{4D}+\frac{FR}{2\kappa}.
\]

A second derivation follows single atoms. The probability per area \(p(\mathbf x,t|\mathbf y)\) that an atom which landed at \(\mathbf y\) is at \(\mathbf x\) after time \(t\) obeys

\[
\frac{\partial p}{\partial t}=D\nabla^2p,
\qquad
-D\,\partial_rp=\kappa p\quad(r=R).
\]

Its integral over the island is \(S(t)\), the probability that the atom has not yet left. Start and end points can be interchanged, because the edge terms in Green's identity cancel. Hence \(n(\mathbf x)=F\,T(\mathbf x)\), where \(T(\mathbf x)=\int_0^\infty S(t)\,dt\) is the mean residence time of an atom landing at \(\mathbf x\). It remains to find \(T\).

On a square grid of spacing \(a\), with hop rate \(\Gamma\) and edge-crossing rate \(\Gamma'=\Gamma e^{-E/k_BT}\), where \(E\) is the extra edge barrier, a straight row has

\[
\ell=\frac D\kappa=a\left(\frac{\Gamma}{\Gamma'}-\frac12\right).
\]

The \(-\frac12\) is the half-spacing correction. For a staircase circle with rare crossing, \(\kappa\) is larger by about \(4/\pi\). The ratio of the uniform term to the central parabola is \(2\ell/R\).

With desorption at rate \(k\), \(\lambda=\sqrt{D/k}\) and modified Bessel functions \(I_0,I_1\), the density is

\[
n(r)=\frac Fk\left[1-
\frac{I_0(r/\lambda)}{I_0(R/\lambda)+(D/\kappa\lambda)I_1(R/\lambda)}
\right].
\]

The example has temperature 1000 K, \(a=0.3\) nm, attempt rate \(10^{13}\ {\rm s^{-1}}\), diffusion barrier 0.5 eV, \(E=0.4\) eV, \(R=50\) nm and one layer per 600 s. These give \(F=0.0185\ {\rm nm^{-2}s^{-1}}\), \(D=2.72\times10^9\ {\rm nm^2s^{-1}}\), \(\ell=31.0\) nm and \(\kappa=8.78\times10^7\ {\rm nm\,s^{-1}}\).

### The residence time from the mean square radius

The time \(T\) can be found without solving for \(p\). Let an atom land at distance \(r_0\) from the centre, and define

\[
M(t)=\int r^2p\,d^2x .
\]

This is the mean square radius, counting atoms that have left as zero. Its rate of change is \(D\int r^2\nabla^2p\,d^2x\). Green's identity, with \(\nabla^2r^2=4\) in two dimensions and \(\partial_rr^2=2r\), gives

\[
\frac{dM}{dt}=4D\int p\,d^2x
+D\oint\left(R^2\partial_rp-2Rp\right)ds .
\]

Insert the edge law \(D\partial_rp=-\kappa p\):

\[
\frac{dM}{dt}=4DS(t)-(\kappa R^2+2DR)\oint p\,ds .
\]

The first term is the usual spreading by diffusion. The term with \(\kappa R^2\) removes the squared radius of atoms that cross. The term with \(2DR\) is the inward effect of failed crossings, which keep the atom inside.

Now integrate over all time. Initially \(M=r_0^2\), and finally \(M=0\). Define

\[
B=\int_0^\infty dt\oint p\,ds .
\]

The rate of leaving is \(\kappa\oint p\,ds\), and the total probability of leaving is one. Hence \(\kappa B=1\), or \(B=1/\kappa\). The integrated equation becomes

\[
-r_0^2=4DT(r_0)-\frac{\kappa R^2+2DR}{\kappa}
=4DT(r_0)-R^2-\frac{2DR}{\kappa}.
\]

Moving the last two terms to the left and dividing by \(4D\),

\[
T(r_0)=\frac{R^2-r_0^2}{4D}+\frac{R}{2\kappa}.
\]

Since \(n=FT\), replacing \(r_0\) by \(r\) gives

\[
\boxed{\,n(r)=\frac{F(R^2-r^2)}{4D}+\frac{FR}{2\kappa}\,}
\]

in agreement with the first derivation, including both numerical factors.

### The two terms as two stages

For \(\kappa\to\infty\), the atom leaves on first reaching the edge. The first part of \(T\) is therefore the mean time to first arrival there. What happens afterwards does not depend on the path taken, and all edge points are equivalent. The mean additional time is \(T(R)=R/(2\kappa)\), whatever the landing point. This is why the second contribution to the density is uniform.

The additional time is not spent sitting at the edge. After a failed crossing the atom can diffuse back across the island and return many times. The term \(R/(2\kappa)\) counts the whole of this later wandering.

An atom that lands at random has the average residence time

\[
\tau=\frac{1}{\pi R^2}\int_0^R T(r)\,2\pi r\,dr .
\]

The average of \(R^2-r^2\) is

\[
\frac{2}{R^2}\int_0^R(R^2-r^2)r\,dr
=\frac{2}{R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)
=\frac{R^2}{2},
\]

and hence

\[
\tau=\frac{R^2}{8D}+\frac{R}{2\kappa}.
\]

The arrival rate on the island is \(\pi R^2F\). Multiplication by \(\tau\) gives the mean population,

\[
N=\pi R^2F\tau=\frac{\pi FR^4}{8D}+\frac{\pi FR^3}{2\kappa}.
\]

In the example, 145 atoms arrive per second and stay for \(4.00\times10^{-7}\) s on average. Thus

\[
N=(145.4)(4.00\times10^{-7})=5.8\times10^{-5}.
\]

The island is empty most of the time. The smooth density is a statement about averages, which the single-atom derivation makes explicit.

A random-walk test used 20,000 atoms on a disc of radius \(20.5a\), with \(\Gamma'/\Gamma=0.05\), where \(\Gamma'\) is the edge-crossing rate and \(\Gamma\) the ordinary hop rate. The formula was evaluated with \(\kappa=(4/\pi)\Gamma'a\), the leading estimate for a staircase edge. The simulated mean time was 0.979 times the formula. The half-spacing correction found for a straight edge was left out of this \(\kappa\). Its value for a staircase edge has not been derived here, so the remaining difference of 2% is not explained.

### What each derivation assumes

Both derivations use a circular island, a uniform flux, a uniform \(\kappa\), and no loss from the top except across the edge. They use these assumptions differently.

The flux balance needs conservation and circular symmetry to obtain \(J=Fr/2\). Neither the diffusion law nor the independence of the atoms enters at that point. Suppose that \(D\) varies with radius because the hopping barriers vary, while all sites bind an adatom equally, so that \(J=-D\,dn/dr\) still holds. The outflow and the edge density \(FR/(2\kappa)\) are then unchanged, and only the parabola is replaced:

\[
n(r)=\frac{FR}{2\kappa}+\int_r^R\frac{Fr'}{2D(r')}\,dr'.
\]

The separation into an edge density and a drop towards the edge is thus more general than the parabolic shape. The method gives the average stay only indirectly, as the mean population divided by the arrival rate, and does not show how the stay depends on the landing point.

The residence-time argument needs independent atoms, because it adds their histories. It also needs motion for which start and end can be interchanged. In return it gives the relation \(n=FT\), which does not depend on the island being circular: with the outward normal derivative in place of \(\partial_r\), the same cancellation occurs at an edge of any shape. The circle is needed afterwards, when \(r^2\) is replaced by the constant \(R^2\) along the edge. Constant \(D\) is needed for the simple factor \(4D\) in the growth of the mean square radius.

For another shape, conservation still gives a useful result. If the island has area \(A\) and perimeter \(P\), then \(FA=\kappa\oint n\,ds\), so the mean edge density is

\[
\bar n_{\rm edge}=\frac{FA}{\kappa P}.
\]

For a circle \(A/P=R/2\), as before. For an equilateral triangle of side \(s\), \(A=\sqrt3s^2/4\) and \(P=3s\), so \(A/P=s/(4\sqrt3)\). Equal area with the circle requires \(s=2R\sqrt{\pi/\sqrt3}\). The ratio of the two mean edge densities at equal \(F\) and \(\kappa\) is then

\[
\frac{s/(4\sqrt3)}{R/2}
=\frac{\sqrt{\pi/\sqrt3}}{\sqrt3}=0.778.
\]

The triangle has a 22% lower mean edge density because it has more perimeter for its area. Its density need not be uniform along the edge.

### Can the island be treated as fixed?

A disturbance of the steady density decays through modes of the source-free diffusion equation. The slowest is circular, \(J_0(xr/R)e^{-t/t_1}\), where \(J_0\) is a Bessel function and \(t_1=R^2/(Dx^2)\). Since \(J_0'=-J_1\), the edge law gives

\[
xJ_1(x)=\frac{\kappa R}{D}J_0(x),
\]

with \(x\) the smallest positive root. In the example \(t_1=4.1\times10^{-7}\) s.

To estimate the edge motion, suppose that the island incorporates all material landing in a fixed surrounding area. Its own area then grows in proportion to time, \(R^2\propto t\), and \(dR/dt=R/(2t)\). At a coverage of 0.25 the growth time is \(0.25\times600=150\) s, so the edge moves at \(50/(2\times150)=0.167\) nm/s. During one relaxation time the radius changes by about \(1.4\times10^{-9}\) of itself. The edge speed is also only \(1.9\times10^{-9}\) of \(\kappa\), so the atoms needed to populate the newly added rim are a negligible fraction of the outflow. The steady solution follows the growing island closely.

### When atoms meet

Two adatoms on the island at the same time may meet and start a second layer. If arrivals are random and independent, each new atom finds on average \(N\) others present. Coexisting pairs are therefore created at the rate

\[
q=(\pi R^2F)N=(\pi R^2F)^2\tau .
\]

Not every such pair meets before one atom leaves, so \(q\) is an upper bound on the rate of first meetings between pairs of deposited atoms. Here \(q=8.5\times10^{-3}\ {\rm s^{-1}}\).

During growth up to the final radius \(R\) at time \(t_g\), write the earlier radius as \(\rho=R\sqrt{t/t_g}\). Then \(dt=2t_g\rho\,d\rho/R^2\), and the expected number of pairs is

\[
\begin{aligned}
Q&=(\pi F)^2\frac{2t_g}{R^2}
\int_0^R\rho^5\left(\frac{\rho^2}{8D}+\frac{\rho}{2\kappa}\right)d\rho\\
&=(\pi F)^2\frac{2t_g}{R^2}
\left(\frac{R^8}{64D}+\frac{R^7}{14\kappa}\right)\\
&=(\pi F)^2t_g\left(\frac{R^6}{32D}+\frac{R^5}{7\kappa}\right).
\end{aligned}
\]

For \(t_g=150\) s this gives \(Q=0.35\). The mean number of first meetings is at most this value, within the model and without atoms returned from below. Many coexisting pairs separate without meeting, so the actual number can be well below the bound. The bound therefore does not exclude a second layer when pairs are stable, but it does not show that one forms; that would require the probability that a coexisting pair meets. The mean population of \(5.8\times10^{-5}\) is a different quantity: it is the average number present at one instant, whereas meetings add up over many short visits during minutes of growth. At fixed \(F\), \(D\), \(\kappa\) and \(t_g\), the bound rises between the fifth and sixth powers of the radius.

### The example beside real growth on an oxide

The parameters are meant for the rough regime of vapour-grown MoS₂ on sapphire or oxidised silicon: a temperature near 1000 K and minutes per layer. A radius of 50 nm at coverage 0.25 means dense nucleation, about 32 islands per square micrometre, and such an island would fill its capture area at a radius of 100 nm. Islands that become micrometres wide nucleate far more sparsely and pass 50 nm at a much lower coverage and earlier time, so the growth time, edge speed and \(Q\) given above do not apply to them. The 0.3 nm spacing is close to the lattice spacing of MoS₂, but the square grid is a simplification. The diffusion and edge barriers are assumed values, and the real moving species may contain both metal and chalcogen. The example also assumes that desorption is slow, which need not hold for a weakly bound species. With a desorption barrier of 1.0 eV and the other inputs unchanged, the formula with desorption gives a central density 98% lower, and the simple two-term profile no longer applies. The oxide enters the density profile through the ease of stepping down and joining the edge, both contained in \(\kappa\); it also affects the island spacing, and with it the capture area and growth time. If an island is triangular instead of circular, its mean edge density is lower by the 22% found above, with area, flux and \(\kappa\) held fixed.

The edge barrier is a larger uncertainty. With all other inputs fixed, changing it from 0.4 eV to 0.3 eV reduces \(2\ell/R\) from 1.24 to 0.38; changing it to 0.5 eV raises the ratio to 3.97. Temperature also matters: for the 0.4 eV barrier the ratio is 2.08 at 900 K and 0.81 at 1100 K. Within this range the larger term at the centre changes from the edge contribution to the diffusion parabola. Averaged over the island, the parabola is half its central value, so the ratio of the two terms is \(4\ell/R\). The edge term therefore still dominates the mean population at 1100 K, where this ratio is 1.62. All these ratios use the straight-row \(\kappa\); for a staircase circle they are smaller by about \(\pi/4\), which turns 1.62 into 1.27. The numerical output gives the remaining values for the example.

## Computed values

```
temperature: 1000 K;  k_B T: 0.08617 eV
site spacing: 0.3 nm;  island radius: 50 nm
time per layer: 600 s;  attempt rate: 1.0e+13 1/s
diffusion barrier: 0.5 eV
extra edge barrier: 0.4 eV
flux F: 0.01852 1/(nm^2 s)
diffusion coefficient D: 2.7187e+09 nm^2/s
edge length D/kappa: 30.969 nm
edge-crossing velocity kappa: 8.7785e+07 nm/s
r = 0 nm: parabolic 4.2573e-09, uniform 5.2738e-09, total 9.5311e-09 1/nm^2
r = 25 nm: parabolic 3.1930e-09, uniform 5.2738e-09, total 8.4668e-09 1/nm^2
r = 50 nm: parabolic 0.0000e+00, uniform 5.2738e-09, total 5.2738e-09 1/nm^2
central density: 9.5311e+05 1/cm^2
uniform term: 5.2738e+05 1/cm^2
uniform / central parabolic: 1.2388
radius where the two are equal: 61.94 nm
uniform term left without barrier: 2.5544e-11 1/nm^2
uniform term due to barrier: 5.2483e-09 1/nm^2
arrivals on island: 145.44 1/s
mean residence time: 3.9973e-07 s
mean number of adatoms on island: 5.8139e-05
return from below, assumed formation energy: 2.0 eV
added density n_eq: 9.251e-10 1/nm^2 = 9.71 % of central density
desorption barrier 2.0 eV: rate 8.326e+02 1/s, central density lowered by 0.035 %
desorption barrier 1.5 eV: rate 2.756e+05 1/s, central density lowered by 10.524 %
coverage at this radius: 0.25;  growth time: 150 s
coexisting pairs created: 8.4560e-03 1/s
coexisting pairs during growth: 0.349
slowest relaxation time: 4.122e-07 s
edge speed: 0.1667 nm/s;  edge speed / kappa: 1.90e-09
relative radius change in one relaxation: 1.37e-09
staircase edge, kappa times 4/pi: central density 8.3994e-09 1/nm^2, change -11.9 %
triangle / circle mean edge density, equal area: 0.7776
uniform / central parabolic at 900 K: 2.0789
uniform / central parabolic at 1100 K: 0.8103
uniform / central parabolic for edge barrier 0.3 eV: 0.3840
uniform / central parabolic for edge barrier 0.5 eV: 3.9666
test, random-walk residence time / formula: 0.9794
```
